# Why random edge placement weakens high diffraction orders

## The question

An X-ray beam passes through a wafer carrying a grating of silicon lines. If every line edge sat at its design position, the scattered intensity would be gathered into sharp orders. Real edges miss their positions by about a nanometre, at random. The low orders then hardly change while the high ones fade, and a weak diffuse intensity appears between and beneath them. What sets the rate of fading, and where does the missing intensity go?

## The model

The grating has $N$ lines with pitch $p$ and mean width $w$. The edges of line $n$ lie at

$$x_{n,L}=np-\tfrac{w}{2}+u_n,\qquad x_{n,R}=np+\tfrac{w}{2}+v_n .$$

The displacements $u_n$ and $v_n$ are Gaussian with zero mean and standard deviation $\sigma$. They are measured from a fixed lattice and are independent from line to line. At first the two edges of one line are independent too. We take $\sigma\ll w$ and $\sigma\ll p-w$, so that edges do not cross.

The grating is thin and scatters weakly, so the scattered amplitude is, up to a constant factor, the Fourier transform of a profile $t(x)$ equal to 1 inside a line and 0 outside:

$$A(q)=\int t(x)\,e^{-iqx}\,dx=\sum_n\frac{e^{-iqx_{n,L}}-e^{-iqx_{n,R}}}{iq}. \tag{1}$$

The second form follows by integrating $e^{-iqx}$ over each line. Each edge thus acts as a separate source of strength $1/q$.

For the ideal grating, $u_n=v_n=0$ and each line contributes $e^{-iqnp}F(q)$, with

$$F(q)=\frac{e^{iqw/2}-e^{-iqw/2}}{iq}=\frac{2\sin(qw/2)}{q}.$$

The lines add in phase at the orders $q_m=2\pi m/p$.

## First contribution: the sharp orders

An edge displaced by $u$ has its wave multiplied by $e^{-iqu}$. At order $m$ the phase error is

$$q_mu=2\pi m\,\frac{u}{p}.$$

The same displacement therefore costs order 8 eight times the phase error it costs order 1. A high order needs its sources aligned to a small fraction of $p/m$, not of $p$.

The average phase factor is

$$\langle e^{-iqu}\rangle=\frac{1}{\sqrt{2\pi}\,\sigma}\int e^{-u^2/2\sigma^2-iqu}\,du .$$

Completing the square in the exponent gives

$$-\frac{u^2}{2\sigma^2}-iqu=-\frac{(u+iq\sigma^2)^2}{2\sigma^2}-\frac{q^2\sigma^2}{2}.$$

The integrand has no poles and decays at large $|\mathrm{Re}\,u|$, so the path may be shifted by $iq\sigma^2$. The remaining Gaussian integral cancels the prefactor, leaving

$$\langle e^{-iqu}\rangle=e^{-q^2\sigma^2/2}. \tag{2}$$

Every edge term in (1) acquires this factor. Hence $\langle A\rangle=A_0e^{-q^2\sigma^2/2}$, where $A_0$ is the ideal amplitude, and the sharp intensity is

$$|\langle A\rangle|^2=|A_0|^2e^{-q^2\sigma^2},\qquad \text{survival at order } m:\; e^{-(2\pi m\sigma/p)^2}. \tag{3}$$

This is the Debye–Waller factor of the grating. Its exponent grows as $m^2$ because it is the mean square phase error.

The Gaussian shape of (3) comes from the Gaussian distribution. For any zero-mean distribution with finite variance, $\langle e^{-iqu}\rangle\approx1-q^2\sigma^2/2$ at small $q\sigma$, so the initial loss $q^2\sigma^2$ is general. The behaviour at large $q\sigma$ is not.

## Second contribution: the diffuse intensity

The mean intensity is not the square of the mean amplitude:

$$\langle|A|^2\rangle=|\langle A\rangle|^2+\langle|A-\langle A\rangle|^2\rangle .$$

The last term is a variance, and the variances of independent terms add. Since $|e^{-iqu}|=1$, one phase factor has variance

$$\langle|e^{-iqu}|^2\rangle-|\langle e^{-iqu}\rangle|^2=1-e^{-q^2\sigma^2}.$$

There are $2N$ edges, each with the factor $1/q^2$ from (1), so the diffuse intensity per line is

$$D(q)=\frac{2}{q^2}\left(1-e^{-q^2\sigma^2}\right). \tag{4}$$

It has no sharp peaks, because the random parts of different edges have no fixed phase relation. For $q\sigma\ll1$ it tends to the constant $2\sigma^2$. For $q\sigma\gg1$ it tends to $2/q^2$, the intensity of two edges added without interference, and no longer depends on $\sigma$.

At the centre of an order the sharp intensity grows as $N^2$ and the diffuse intensity as $N$. A single grating gives a speckled version of the diffuse part; (4) is its average.

## Third contribution: correlation within a line

Let the two edges of a line be jointly Gaussian with correlation coefficient $c$. Equation (2) involves one edge at a time, so the sharp orders do not change. The variance of the difference in (1) gains a cross term, $-2\,\mathrm{Re}$ of the covariance

$$e^{iqw}\left[\langle e^{-iq(u-v)}\rangle-e^{-q^2\sigma^2}\right].$$

The variance of $u-v$ is $2\sigma^2(1-c)$, so by (2) the average in the bracket is $e^{-q^2\sigma^2(1-c)}$. Therefore

$$D_c(q)=\frac{2}{q^2}\left\{1-e^{-q^2\sigma^2}-\cos(qw)\left[e^{-q^2\sigma^2(1-c)}-e^{-q^2\sigma^2}\right]\right\}. \tag{5}$$

For $c=0$ the bracket vanishes and (4) returns. For $c=1$ each line moves rigidly, and $2(1-\cos qw)/q^2=|F|^2$ gives $D_1=|F|^2(1-e^{-q^2\sigma^2})$.

Equations (3) and (5) were tested on 20,000 random gratings of 40 lines for each of $c=-0.5,\,0,\,0.5,\,1$, with the pitch, width and $\sigma$ of the example below. The sharp intensity, at orders 1, 4 and 8, agreed within 0.53 %. The diffuse intensity, at those orders and one position between orders, agreed within 1.13 %.

## The intensity budget

Parseval's theorem gives $\int|A|^2dq/2\pi=\int t^2dx$. Because $t^2=t$, this is the total line width, with mean $Nw$. Edge disorder of zero mean therefore redistributes the mean intensity without changing its integral.

To find the share of each part, integrate (4). Let $J(\sigma)=\int_0^\infty(1-e^{-q^2\sigma^2})\,q^{-2}dq$. Then

$$\frac{dJ}{d\sigma}=2\sigma\int_0^\infty e^{-q^2\sigma^2}dq=\sqrt{\pi},\qquad J(0)=0,\qquad J=\sqrt{\pi}\,\sigma .$$

The diffuse total per line is

$$\int_{-\infty}^{\infty}D\,\frac{dq}{2\pi}=\frac{2}{2\pi}\,2J=\frac{2\sigma}{\sqrt{\pi}}, \tag{6}$$

and the sharp orders together hold $w-2\sigma/\sqrt{\pi}$. For a long grating, the sharp peak of order $m$ integrates to

$$P_m=\frac{|F(q_m)|^2}{p}\,e^{-q_m^2\sigma^2}$$

per line, since $|\sum_n e^{-iqnp}|^2$ integrates to $N/p$ over one order spacing.

The balance holds for the total, not order by order. With independent edges, the loss of order $m$ is $|F|^2(1-e^{-q^2\sigma^2})/p$, while the diffuse intensity in one order spacing is about $D(q_m)/p$. Their ratio contains $\sin^2(q_mw/2)$. An order that the line shape makes weak has little to lose, yet the diffuse intensity around it is as smooth as elsewhere.

## Worked example

Take $p=32$ nm, $w=14$ nm, line height 50 nm, $\sigma=1$ nm and 17 keV photons (wavelength 0.0729 nm). For order 4,

$$q_4=\frac{2\pi\cdot4}{32\ \mathrm{nm}}=0.785\ \mathrm{nm^{-1}},\qquad e^{-(0.785)^2}=0.540 .$$

Here $q_4w/2=7\pi/4$, so $\sin^2(q_4w/2)=1/2$. The ideal intensity is $4\times0.5/(0.785^2\times32)=0.101$ nm, and $0.101\times0.540=0.055$ nm survives. The diffuse intensity in the surrounding order spacing is close to $2(1-0.540)/(0.785^2\times32)=0.047$ nm. Intensities per line integrated over $dq/2\pi$ have the unit of length.

| $m$ | survival | ideal (nm) | sharp (nm) | diffuse (nm) |
|---|---|---|---|---|
| 1 | 0.962 | 3.119 | 3.001 | 0.061 |
| 2 | 0.857 | 0.119 | 0.102 | 0.058 |
| 4 | 0.540 | 0.101 | 0.055 | 0.047 |
| 5 | 0.381 | 0.040 | 0.015 | 0.040 |
| 8 | 0.085 | 0.051 | 0.004 | 0.023 |

Order 1 loses 4 % of its ideal intensity and order 8 loses 92 %. Order 2 shows the uneven balance: it loses 0.017 nm but is surrounded by 0.058 nm of diffuse intensity.

From order 5 to order 8, the highest computed, the diffuse part exceeds the sharp part. An estimate explains the position of this change. If $\sin^2(qw/2)$ is replaced by its average $1/2$, the two parts are equal when $e^{-q^2\sigma^2}=1/2$, or $q\sigma\approx0.83$. This lies between order 4 (0.79) and order 5 (0.98).

The diffuse total is $2\times1\ \mathrm{nm}/\sqrt{\pi}=1.13$ nm out of 14 nm, or 8.1 %. The zero order, $w^2/p=6.125$ nm, loses nothing and coincides with the direct beam. Relative to the ideal sum of the nonzero orders, 7.875 nm, the loss is 14.3 %.

## Roughness along the line

A real edge wanders along its length, so $u$ becomes $u(y)$. Let it be a Gaussian process with the same $\sigma$ at every $y$ and correlation $R(y)$. The mean phase factor at each $y$ is still (2), so the sharp factor (3) is unchanged whatever the illuminated length.

The variance of $u(y)-u(0)$ is $2\sigma^2[1-R(y)]$, so, for an illuminated length much greater than the correlation length, the argument that led to (5) gives the diffuse spectrum per edge and unit length:

$$S(q,q_y)=\frac{1}{q^2}\int e^{-iq_yy}\left[e^{-q^2\sigma^2(1-R(y))}-e^{-q^2\sigma^2}\right]dy. \tag{7}$$

Integrating over $dq_y/2\pi$ selects $y=0$, where $R=1$, and returns the single-edge part of (4). For $q\sigma\ll1$ the bracket becomes $q^2\sigma^2R(y)$, and $S$ is then the power spectrum of the edge roughness.

For $R=e^{-|y|/\xi}$ with $\xi=20$ nm, the effective full width in $q_y$ at order 4, defined as the integral over $q_y$ divided by the peak, is 0.18 nm⁻¹. This is nearly the order spacing of 0.196 nm⁻¹, so a detector that accepts a strip around $q_y=0$ several times narrower than the order spacing misses most of the diffuse intensity. A simulation of 12,000 such edges, each 512 nm long, agreed with (7), summed on the same 2 nm grid, within 1.5 % at the ten lowest non-negative $q_y$ values.

## When placement errors accumulate

Equation (3) needs a fixed lattice. Suppose instead that each rigid line is placed relative to its neighbour, with an independent Gaussian error of standard deviation $s$. Lines $j$ apart then have a relative displacement of variance $js^2$, and their mean phase factor is $r^{j}$ with $r=e^{-q^2s^2/2}$. At any order except the zero order, the peak intensity per line for large $N$ is

$$|F|^2\left(1+2\sum_{j=1}^{\infty}r^j\right)=|F|^2\,\frac{1+r}{1-r}. \tag{8}$$

This does not grow with $N$. With $r$ held at its value at the order, the average over one order spacing of the factor multiplying $|F|^2$ is its $j=0$ term, 1. The order has therefore become a peak of finite width.

With $s=1$ nm at order 4, the limit is 6.54 in units of $|F|^2$; a simulation of 400 lines gave 6.41. For 400 rigid lines tied to a lattice with $\sigma=1$ nm, the value is 216. A Debye–Waller factor thus describes errors that do not build up across the grating.

## Weighing the other effects

**Soft or sloping edges.** Since (1) is linear in $t$, the sharp orders are those of the averaged profile. A reproducible soft edge, the same in every line, can give identical sharp orders without any diffuse intensity. Decay alone therefore does not prove randomness.

A sidewall leaning by 1° gives a 50 nm tall line an edge ramp $b=0.87$ nm wide. Averaging $e^{-iqs}$ over $-b/2<s<b/2$ multiplies the amplitude by $\sin(qb/2)/(qb/2)$. The intensity factor is 0.96 at order 4 and 0.85 at order 8. Reading $\sigma$ from the decay of order 4 alone would give 1.03 nm instead of 1.00 nm. If the edge shifts without changing shape, the diffuse part has the same factor at $q_z=0$, and there the diffuse-to-sharp ratio is unaffected. At nonzero $q_z$ the two oppositely leaning walls acquire different factors, and the ratio can change, most for an order that the line shape makes weak.

**Shape of the distribution.** Uniformly distributed displacements with the same $\sigma$ give a survival of 0.52 at order 4, close to the Gaussian 0.54. At order 8 they give 0.023 instead of 0.085. For the sharp intensity of order 8, this is the largest change among the effects sized here.

**Edge correlation.** The changes quoted here are those of $D_c$ at the centre of each order; since $\cos(qw)$ varies across an order spacing, the integrated changes differ. At order 8, $\cos(qw)=-1$. Going from $c=0$ to $c=0.5$ raises the diffuse intensity by 23 %, and going to $c=-0.5$ lowers it by 7 %. At order 4, $\cos(qw)=0$ and $c$ has no effect. At order 1, where $\cos(qw)=-0.92$, the same two changes raise it by 46 % and lower it by 45 %.

**Thickness of the grating.** The X-ray phase through a silicon line is 0.007 rad, so single scattering is a good approximation. The curvature of the Ewald sphere lowers order 8 by 4 %. If the roughness also varies with depth, with an exponential correlation length of 50 nm, the diffuse intensity of order 4 at $q_z=0$ falls to 0.68 of its value for depth-independent edges. The sharp order is unchanged at $q_z=0$.

## The real measurement

The example is modelled on transmission small-angle X-ray scattering from dense silicon lines. Its dimensions and roughness are rough typical values, not data from a particular wafer. Real lines can break the assumptions of independent edges, vertical walls and depth-independent roughness. The resulting shift of the diffuse intensity depends on the order. For the cases sized in the previous section it reaches 46 % for edge correlation, at order 1, and is 32 % for depth variation at order 4, more at higher orders. The 1° lean shifts the $\sigma$ inferred from the decay of order 4 by about 3 %. A larger lean costs more, since for small $qb$ the slope adds $b^2/12$ to the apparent $\sigma^2$. An estimate of $\sigma$ is better supported when the decay and the diffuse intensity agree, provided the detector collects the diffuse spread in $q_y$ and the edge correlation, the depth variation and any correlation between neighbouring lines are modelled. The last was not sized above and can be the largest. If corresponding edges of lines $j$ apart have correlation $\rho^{|j|}$, the sharp factor (3) stands for a long grating, but for $q\sigma\ll1$ the diffuse intensity is multiplied by $\sum_j\rho^{|j|}\cos(jqp)$. This is $(1+\rho)/(1-\rho)$ at an order and the inverse midway between orders, or 3 and 1/3 for $\rho=0.5$. The diffuse part then gathers under the orders instead of lying smoothly between them.

Optical overlay marks have much larger pitches. For $p=1000$ nm and the same $\sigma=1$ nm, (3) gives a first-order loss of $4\times10^{-5}$. An optical grating generally needs a full solution of Maxwell's equations, so this number sizes the phase error and does not predict a signal. It shows how small a phase error nanometre edge disorder, so destructive at order 8 of a 32 nm pitch, causes in the first order of such a mark. Most of the values used here are collected in the numerical output below.

## Values computed for the example and the checks

```
pitch 32 nm, width 14 nm, height 50 nm, sigma 1.0 nm
photon energy 17 keV, wavelength 0.0729 nm
angle of order 8: 1.04 deg
Intensities per line, integrated over dq/(2 pi), in nm;
diffuse = integral over one order spacing centred on the order
 m  q(1/nm)  phase rms(rad)  ideal    survival  sharp    diffuse
 0  0.0000   0.0000          6.12500   1.0000   6.12500  0.06240
 1  0.1963   0.1963          3.11888   0.9622   3.00092  0.06122
 2  0.3927   0.3927          0.11871   0.8571   0.10174  0.05785
 3  0.5890   0.5890          0.24906   0.7068   0.17604  0.05277
 4  0.7854   0.7854          0.10132   0.5396   0.05468  0.04663
 5  0.9817   0.9817          0.04003   0.3814   0.01527  0.04012
 6  1.1781   1.1781          0.07687   0.2496   0.01919  0.03382
 7  1.3744   1.3744          0.00252   0.1512   0.00038  0.02812
 8  1.5708   1.5708          0.05066   0.0848   0.00430  0.02322
sum of all sharp orders: 12.8716 nm
diffuse total: 1.1284 nm (real-space integral 1.1284 nm)
diffuse share of all scattered intensity: 8.06 %
ideal sum of nonzero orders: 7.8750 nm
share of it lost to diffuse: 14.3 %
random gratings, worst deviation: sharp 0.53 %, diffuse 1.13 %
rough edges along y, worst deviation: 1.46 %
correlation length along line: 20 nm
effective full q_y width of diffuse light, order 4: 0.1844 1/nm
accumulating errors, step 1.0 nm, order 4, 400 lines:
  peak/(N |F|^2): simulated 6.41, limit 6.54
  same for rigid lines tied to a lattice: 216.3
Neglected effects:
X-ray phase through a silicon line: 0.00719 rad
Ewald curvature, intensity factor at order 8: 0.9580
sidewall 1 deg from vertical: edge ramp 0.873 nm
  intensity factor order 4: 0.9615, order 8: 0.8529
  sigma read from decay of order 4 alone: 1.0314 nm
uniform displacements, survival order 4: 0.5168, order 8: 0.0226
diffuse |A|^2 per line at order 8, edge correlation -0.5: 0.6931 nm^2
diffuse |A|^2 per line at order 8, edge correlation +0.0: 0.7418 nm^2
diffuse |A|^2 per line at order 8, edge correlation +0.5: 0.9091 nm^2
depth correlation length 50 nm: diffuse factor at q_z=0, order 4: 0.6825
pitch 1000 nm, order 1: fraction lost 3.95e-05
```
